\section*{Principal film stresses from three wafer curvature scans}

\section{What symmetry and dimensions fix}

A film of thickness $h_f$ covers one face of a wafer of thickness $h\gg h_f$. The film stress $\sigma_{ij}$ is uniform in the plane but may differ between directions. The wafer is elastically isotropic, with Young modulus $E$ and Poisson ratio $\nu$, and is free to bend. Let $w(x,y)$ be the change of surface height caused by the film, positive towards the film side. For small slopes the curvature tensor is $\kappa_{ij}=\partial_i\partial_j w$. Tension is positive, and a tensile film lifts the wafer edge.

A thin film loads the wafer through its force per length $\sigma_{ij}h_f$. In linear elasticity the curvature is proportional to this load. The wafer's width and outline do not enter, because a uniform curvature satisfies equilibrium up to a free edge of any shape, as shown below. The wafer then supplies only $E$, $h$ and $\nu$, so a quantity of dimension 1/length must have the form $\kappa\sim\sigma h_f/(Eh^2)$.

Isotropy restricts the tensor structure. Split the curvature into its mean $\bar\kappa=(\kappa_{xx}+\kappa_{yy})/2$ and a traceless rest. The mean is unchanged by rotation, whereas the rest turns through $2\theta$ when the axes turn through $\theta$. A linear isotropic law cannot mix the two, and reflection symmetry forbids a fixed rotation between the traceless parts of stress and curvature. Hence
\begin{equation}
\sigma_{ij}=\frac{Eh^2}{h_f}\left[\alpha(\nu)\,\bar\kappa\,\delta_{ij}
+\beta(\nu)\,(\kappa_{ij}-\bar\kappa\,\delta_{ij})\right].
\label{eq:form}
\end{equation}
Stress and curvature therefore share their principal axes. Two numbers, $\alpha$ and $\beta$, remain to be found, and two simple bends suffice.

\section{Three numbers worked by hand}

Take a fused-silica wafer with $E=72$ GPa, $\nu=0.17$, $h=700\,\mu$m and radius $a=100$ mm, carrying $h_f=200$ nm of molybdenum. Simulated diameter scans, fitted before and after deposition, give these curvature changes:
\[
k_0=13.725,\qquad k_{45}=14.237,\qquad k_{90}=8.707\ \mathrm{km^{-1}}.
\]

\subsection{From scans to principal curvatures}

Along a diameter at angle $\theta$ we have $x=t\cos\theta$, $y=t\sin\theta$. Differentiating $w$ twice with respect to $t$ gives
\begin{equation}
k(\theta)=\kappa_{xx}\cos^2\theta+\kappa_{yy}\sin^2\theta
+2\kappa_{xy}\sin\theta\cos\theta .
\label{eq:scan}
\end{equation}
At 0 and 90 degrees this reads $k_0=\kappa_{xx}$ and $k_{90}=\kappa_{yy}$. At 45 degrees each trigonometric product equals $1/2$, so $k_{45}=(k_0+k_{90})/2+\kappa_{xy}$. The mean is $\bar\kappa=11.216\ \mathrm{km^{-1}}$, and the twist is
\[
\kappa_{xy}=k_{45}-\bar\kappa=3.02\ \mathrm{km^{-1}} .
\]
Half the difference of the diagonal elements is $(k_0-k_{90})/2=2.509\ \mathrm{km^{-1}}$. The traceless part thus has magnitude
\[
R=\sqrt{2.509^2+3.020^2}=3.926\ \mathrm{km^{-1}},
\]
and the principal curvatures are $\bar\kappa\pm R=15.14$ and $7.29\ \mathrm{km^{-1}}$. In polar form the traceless part has components $R\cos2\phi=2.509$ and $R\sin2\phi=3.020$, so $2\phi=50.3^\circ$ and the axis of larger curvature lies at $\phi=25.1^\circ$.

\subsection{Two bends fix the two coefficients}

Measure $z$ from the wafer midplane towards the film. Bending produces the strain $-z\kappa$: a wafer with raised edges is compressed on its upper face. A uniform midplane strain may be added, but it has no moment about the midplane.

First bend the wafer into a cap with curvature $\bar\kappa$ in both directions. Equal strains $-z\bar\kappa$ give the wafer stress $-zE\bar\kappa/(1-\nu)$. Its moment per length is
\[
\int_{-h/2}^{h/2}z\left(-\frac{zE\bar\kappa}{1-\nu}\right)dz
=-\frac{Eh^3\bar\kappa}{12(1-\nu)} .
\]
The film force $\bar\sigma h_f$ acts at height $h/2$, with moment $\bar\sigma h_fh/2$. No external moment acts on the wafer, so the two sum to zero:
\begin{equation}
\bar\sigma=\frac{Eh^2}{6h_f(1-\nu)}\,\bar\kappa .
\label{eq:cap}
\end{equation}
This is Stoney's formula for equal biaxial stress.

Next take a saddle with principal curvatures $+R$ and $-R$. The strains are $-zR$ and $+zR$, and the stress along the first axis is
\[
\frac{E}{1-\nu^2}\,(-zR+\nu zR)=-\frac{zER}{1+\nu}.
\]
The same moment balance, with film stresses $\pm\tau$, gives
\begin{equation}
\tau=\frac{Eh^2}{6h_f(1+\nu)}\,R .
\label{eq:saddle}
\end{equation}
So $\alpha=1/[6(1-\nu)]$ and $\beta=1/[6(1+\nu)]$. The saddle is the softer mode for $\nu>0$: a given stress bends the wafer more when the stress is pure shear.

For our wafer $Eh^2/(6h_f)=29.4$ GPa\,m. Dividing by $0.83$ and $1.17$ gives $35.42$ and $25.13$ GPa\,m. Since $1\ \mathrm{GPa\,m}\times1\ \mathrm{km^{-1}}=1$ MPa,
\[
\bar\sigma=35.42\times11.216=397.3\ \mathrm{MPa},\qquad
\tau=25.13\times3.926=98.7\ \mathrm{MPa}.
\]
The principal stresses are $\bar\sigma\pm\tau=496.0$ and $298.6$ MPa, with the larger at $25.1^\circ$ from the 0-degree scan.

\section{The general statement}

\subsection{Balance of force and moment}

For arbitrary axes, write the in-plane strain as $e_{ij}-z\kappa_{ij}$, where $e_{ij}$ is the midplane strain. Define the plane-stress operator
\[
C[\varepsilon]_{ij}=\frac{E}{1-\nu^2}
\left[(1-\nu)\varepsilon_{ij}+\nu\,\varepsilon_{kk}\delta_{ij}\right].
\]
Integrating the stress, and then $z$ times the stress, through the thickness gives the two balances
\begin{align}
h\,C[e]_{ij}+\sigma_{ij}h_f&=0,\label{eq:force}\\
-\frac{h^3}{12}\,C[\kappa]_{ij}+\sigma_{ij}h_f\frac h2&=0.\label{eq:moment}
\end{align}
The odd terms in $z$ have dropped out of each integral. Equation~\eqref{eq:moment} gives $\sigma_{ij}=h^2C[\kappa]_{ij}/(6h_f)$, or
\begin{equation}
\sigma_{ij}=S\left[(1-\nu)\kappa_{ij}+\nu\,\kappa_{kk}\delta_{ij}\right],
\qquad S=\frac{Eh^2}{6h_f(1-\nu^2)} .
\label{eq:law}
\end{equation}

Why may $\kappa_{ij}$ be taken as uniform? With uniform $e_{ij}$ and $\kappa_{ij}$ obeying the two balances, the total force and moment resultants vanish at every point. Equilibrium holds inside, and a free edge of any outline needs no further load. Positive elastic energy makes this solution unique up to rigid motion.

\subsection{The algorithm}

\begin{enumerate}
\item Fit each scan by $c_0+c_1t+kt^2/2$. The offset and tilt, which may differ from scan to scan, are discarded.
\item Subtract the curvature before deposition from that after deposition, for each angle.
\item With $k_0,k_{45},k_{90}$ now denoting these changes, form
\begin{align}
\sigma_{xx}&=S(k_0+\nu k_{90}),\qquad
\sigma_{yy}=S(k_{90}+\nu k_0),\nonumber\\
\sigma_{xy}&=S(1-\nu)\left[k_{45}-\tfrac12(k_0+k_{90})\right].
\end{align}
\item Set $A=k_0-k_{90}$, $B=2k_{45}-k_0-k_{90}$ and $Q=\sqrt{A^2+B^2}=2R$. Then
\begin{align}
\sigma_{1,2}&=S\left[(1+\nu)\frac{k_0+k_{90}}2\pm(1-\nu)\frac Q2\right],\label{eq:principal}\\
\phi&=\tfrac12\operatorname{atan2}(B,A).\label{eq:axis}
\end{align}
\end{enumerate}
The two-argument arctangent selects the quadrant, so $\phi$ belongs to the algebraically larger stress $\sigma_1$; the other axis is perpendicular. If $Q=0$ the stress is equal in all directions and no axis exists.

In the example $S=30.275$ GPa\,m, and the tensor elements $xx$, $yy$, $xy$ are $460.3$, $334.2$ and $75.9$ MPa.

\subsection{Two limiting cases and a false shortcut}

In principal axes Eq.~\eqref{eq:law} reads $\sigma_1=S(\kappa_1+\nu\kappa_2)$ and $\sigma_2=S(\kappa_2+\nu\kappa_1)$. A uniaxial stress, $\sigma_2=0$, therefore gives $\kappa_2=-\nu\kappa_1$, a saddle. A cylindrical wafer, $\kappa_2=0$, carries $\sigma_2=\nu\sigma_1$, so zero curvature along a line does not mean zero stress along it.

Suppose Stoney's biaxial formula~\eqref{eq:cap} is applied to each principal curvature separately. It gives $S(1+\nu)\kappa_{1,2}$. The mean stress is right, but the difference is $S(1+\nu)(\kappa_1-\kappa_2)$ instead of $S(1-\nu)(\kappa_1-\kappa_2)$. The anisotropy is exaggerated by $(1+\nu)/(1-\nu)=1.41$. For noise-free scans of our wafer the shortcut gives $538$ and $257$ MPa, against $497$ and $298$ MPa from Eq.~\eqref{eq:principal}.

\section{How height noise reaches the answer}

Each scan has $N=201$ equally spaced heights over $-L\le t\le L$, with $L=95$ mm and independent errors of $s_z=0.5\,\mu$m rms. In a least-squares fit, $k$ is determined by the part of $t^2/2$ orthogonal to a constant, namely $p=(t^2-L^2/3)/2$; the linear term is already orthogonal by symmetry. For large $N$,
\[
\sum p^2\simeq\frac N4\left(\frac{L^4}5-\frac{L^4}9\right)=\frac{NL^4}{45}.
\]
The variance of one fitted curvature is $s_z^2/\sum p^2$. Subtracting two scans doubles it:
\begin{equation}
s_k\simeq\sqrt2\,\sqrt{\frac{45}{N}}\,\frac{s_z}{L^2}.
\end{equation}
This gives $0.037\ \mathrm{km^{-1}}$. The factor $L^{-2}$ makes a long scan more valuable than a dense one.

The three curvature changes have independent errors. Hence $A$ has variance $2s_k^2$, $B$ has variance $(4+1+1)s_k^2=6s_k^2$, and their covariance is $(-1+1)s_k^2=0$. Differentiating Eq.~\eqref{eq:axis} gives $d\phi=(A\,dB-B\,dA)/(2Q^2)$, so
\begin{equation}
s_\phi=\frac{s_k\sqrt{6A^2+2B^2}}{2Q^2}\quad\text{(radians)}.
\end{equation}
For the stresses, $dR=(A\,dA+B\,dB)/(2Q)$ has variance $(A^2+3B^2)s_k^2/(2Q^2)$. The mean $\bar\kappa$ has variance $s_k^2/2$. It is uncorrelated with $A$ and has covariance $-s_k^2$ with $B$, so its covariance with $R$ is $-Bs_k^2/(2Q)$. Equation~\eqref{eq:principal} then gives
\begin{equation}
s_{1,2}=Ss_k\left[\frac{(1+\nu)^2}2+\frac{(1-\nu)^2(A^2+3B^2)}{2Q^2}
\mp(1-\nu^2)\frac BQ\right]^{1/2}.
\end{equation}
These linearized errors require $s_k\ll Q$. As the stress approaches isotropy, the axis becomes undetermined even though the mean stress remains well measured.

With $A=5.02$, $B=6.04$ and $Q=7.85\ \mathrm{km^{-1}}$, the result is
\[
\sigma_1=496.0\pm0.9\ \mathrm{MPa},\quad
\sigma_2=298.6\pm1.6\ \mathrm{MPa},\quad
\phi=25.1^\circ\pm0.3^\circ .
\]
Random trials with the same height noise gave spreads of $0.93$ MPa, $1.63$ MPa and $0.25^\circ$, in agreement with the formulas. The two stress errors differ because $B>0$: a low reading of the mean tends to accompany a high reading of $R$, which partly cancels in $\sigma_1$ and adds in $\sigma_2$.

An angular error is not averaged away. From Eq.~\eqref{eq:scan}, $dk/d\theta$ at 45 degrees is $k_{90}-k_0$. Taking that scan at 46 degrees, with the other two correct, shifts the stresses by $-1.7$ and $+1.7$ MPa and the axis by $-0.4^\circ$. The mean stress is unaffected because $k_{45}$ does not enter it.

\section{A fourth scan tests the assumption}

Three readings determine three tensor elements and leave nothing to test. A scan at 135 degrees adds the condition
\begin{equation}
k_0+k_{90}=k_{45}+k_{135},
\end{equation}
since either side is the trace of a uniform curvature tensor.

Consider an added shape $w=cr^4\cos4\theta$. It is $+ct^4$ on the 0 and 90 degree scans and $-ct^4$ on the diagonals. With $u=t/L$ and Legendre polynomials $P_n$,
\[
u^4=\tfrac8{35}P_4(u)+\tfrac47P_2(u)+\tfrac15 .
\]
For a dense scan the quadratic fit keeps the last two terms. As $P_2=(3u^2-1)/2$, the fitted $t^2$ coefficient of $ct^4$ is $6cL^2/7$, and the fitted curvature is $12cL^2/7$. The closure error is four times this, $48cL^2/7$, while the three-scan method reads a false twist of $-24cL^2/7$.

An edge amplitude $ca^4=5\,\mu$m changes the noise-free answer to $499$ and $352$ MPa at $15^\circ$. The closure error is $3.1\ \mathrm{km^{-1}}$, far above its noise of $2s_k=0.07\ \mathrm{km^{-1}}$, so the fourth scan exposes the fault.

It does not expose an axisymmetric shape $cr^4$, which adds the same amount to every scan. At the same amplitude each curvature rises by $0.78\ \mathrm{km^{-1}}$, a false equal biaxial stress of $35.42\times0.78\simeq28$ MPa. A shape $cr^4\cos2\theta$ also passes the closure test, and it changes the apparent anisotropy. Both shapes leave a $P_4$ term in the fit residuals, so a quartic term should be fitted as a check. The check is coarse: at our height noise the $28$ MPa example shows at about six standard deviations per scan, so a false stress near $13$ MPa stands at only three.

\section{Where the thin, linear theory fails}

\subsection{Finite film thickness}

The film force acts at $(h+h_f)/2$, not $h/2$. The right side of Eq.~\eqref{eq:law} therefore equals $(1+h_f/h)\sigma_{ij}$, apart from the film's own much smaller bending moment. Here $h_f/h$ is $0.03$ percent.

The stress found is the one present in the film on the bent wafer. It differs slightly from the misfit stress the film would have on a rigid wafer; in our example both principal values are smaller. By Eqs.~\eqref{eq:force} and \eqref{eq:moment}, $C[e]=-\sigma h_f/h$ and $C[\kappa]=6\sigma h_f/h^2$, so the strain $e-(h/2)\kappa$ at the film obeys
\begin{equation}
C\!\left[e-\tfrac h2\kappa\right]=-\frac{4h_f}{h}\,\sigma .
\end{equation}
The scans were generated from a two-layer elastic disk with misfit stresses of $500$ and $300$ MPa at $25^\circ$, without using Eq.~\eqref{eq:law}. Relaxation left $497.15$ and $298.06$ MPa in the film. The noise-free inversion returned $497.29$ and $298.14$ MPa at $25.00^\circ$, higher by the factor $1+h_f/h$. The disk was also allowed cubic and quartic height terms, and these came out negligible.

\subsection{Gravity and large deflection}

A horizontal wafer sags under its weight per area $q=\rho gh$. For scale, take support on a frictionless ring at the edge. With $D=Eh^3/[12(1-\nu^2)]$ the downward deflection is
\begin{equation}
d(r)=\frac{q}{64D}(a^2-r^2)\left(\frac{5+\nu}{1+\nu}a^2-r^2\right).
\end{equation}
It satisfies $D\nabla^4d=q$ because $\nabla^4r^4=64$; it vanishes at $r=a$, and so does the edge moment, proportional to $d''+\nu d'/r$. For $\rho=2200\ \mathrm{kg/m^3}$ the centre sags by $49\,\mu$m, comparable with the film-induced edge rises of $76$ and $36\,\mu$m along the principal axes. Omitting the before scans, and so counting sag and initial shape as film bow, would give $915$ and $645$ MPa at $21^\circ$. In linear theory the subtraction removes both, provided the supports are the same and do not constrain the bow. Three pins meet that condition; a full ring does not when the bow is anisotropic, so the ring figures above, which assume a uniform edge reaction, give only the scale. Two small remainders survive the subtraction. The film's own weight adds sag, worth about $+0.5$ MPa here. The film also stiffens the wafer: if it was grown on an unsagged wafer, the sag compresses it unevenly, and the result falls about $1.6$ MPa below the weightless value.

Large deflection spoils the cancellation. A surface with nonzero $K=\det\kappa$ cannot be formed from a flat disk without stretching. For uniform curvature the force function $\psi$ obeys $\nabla^4\psi=-EhK$, with $\psi$ and its slope zero at the free edge. Hence $\psi=-(EhK/64)(a^2-r^2)^2$ and $\nabla^2\psi=-(EhK/8)(2r^2-a^2)$. These edge conditions remove the Poisson term from the energy, and the disk average of $(2r^2-a^2)^2$ is $a^4/3$. The energy per area is
\begin{equation}
U=\frac1{2Eh}\left(\frac{EhK}8\right)^2\frac{a^4}3=\frac{Eha^4K^2}{384}.
\end{equation}
Its derivative with respect to $\kappa_1$ is an extra moment $Eha^4K\kappa_2/192$, which the film must also supply. Dividing by $h_fh/2$ gives the missing stress
\begin{equation}
\Delta\sigma_1=\frac{Ea^4K\kappa_2}{96h_f},
\end{equation}
and likewise for axis 2 with $\kappa_1$. From a flat, weightless start this is $0.3$ and $0.6$ MPa. With a stress-free initial shape, $K$ is replaced by its excess over the initial value. Including initial shape and sag, the difference between after and before becomes $2.5$ and $4.2$ MPa. These values give only the order of magnitude, because they keep the curvature uniform while the real shape departs from it. When the shape is left free, the shift seen by the fitted scans is larger: about $0.5$ and $0.9$ MPa from a flat, weightless start, and about $4$ and $6$ MPa with initial shape and support at the edge. The shift depends on the support. At the edge it exceeds the height noise, whereas three pins at $0.7a$ reduce it to about $0.6$ and $1.1$ MPa, below the noise. In each of these cases the linear result is slightly low.

\section{The numbers beside a real wafer}

The elastic constants are rough typical values for fused silica and sputtered molybdenum; the stresses and their strong anisotropy are chosen. A wafer thickness read $5\,\mu$m too large raises the results by $7$ and $4$ MPa, more than the height noise, because $S\propto h^2$. A relative error in film thickness enters $\sigma$ with equal size and opposite sign. The stress also depends on temperature, and the scans give it only at the temperature at which they are taken. With rough expansion coefficients of $5.0$ and $0.5$ ppm/K for film and wafer, an elastic film with $E_f=320$ GPa and $\nu_f=0.30$ changes stress by $-E_f(\alpha_f-\alpha_s)/(1-\nu_f)=-2.1$ MPa/K. A part running 60 K above the scan temperature thus has roughly $120$ MPa less tension in each direction. Patterned films break the assumption of uniform stress, and a single-crystal (001) silicon wafer breaks that of isotropy; Eq.~\eqref{eq:law} must then be replaced by the moment balance with the crystal's own stiffness. The remaining values, including the chosen initial wafer shape, are in the program and its output.

\section*{Numbers as computed}
\begin{verbatim}
wafer: E 72 GPa, Poisson ratio 0.17
wafer: radius 100 mm, thickness 700 um
film: E 320 GPa, Poisson ratio 0.30
film: thickness 200 nm
expansion: film 5.0, wafer 0.5 ppm/K
wafer density 2200 kg/m3
scan: half-length 95 mm, 201 points
height noise 0.5 um rms
chosen misfit stress 500, 300 MPa
chosen axis of larger stress 25 deg
actual film stress 497.15, 298.06 MPa
scan 0 deg: before 12.329, after 26.054, change 13.725 1/km
scan 45 deg: before 11.355, after 25.592, change 14.237 1/km
scan 90 deg: before 9.280, after 17.987, change 8.707 1/km
twist curvature kxy 3.020 1/km
stress prefactor S 30.275 GPa m
stress tensor xx, yy, xy: 460.3, 334.2, 75.9 MPa
larger principal stress 496.0 +- 0.9 MPa
smaller principal stress 298.6 +- 1.6 MPa
axis of larger stress 25.14 +- 0.26 deg
curvature error per difference 0.0367 1/km
random trials: errors 0.93, 1.63 MPa, 0.252 deg
noise-free inversion 497.29, 298.14 MPa, 25.00 deg
noise-free principal curvatures 15.191, 7.265 1/km
film-induced edge rise on axes 76.0, 36.3 um
without before scans: 915, 645 MPa, 20.8 deg
Stoney per axis: 538.1, 257.4 MPa
Stoney per axis: difference exaggerated 1.410 times
gravity sag on ring 49.2 um
fitted curvature of sag 10.328 1/km
film/wafer thickness ratio 0.0286 percent
large deflection, flat start: +0.30, +0.63 MPa
large deflection, sag and initial shape: +2.47, +4.18 MPa, +0.03 deg
wafer thickness read 5 um too large: +7.13, +4.27 MPa
45 deg scan taken at 46 deg: -1.74, +1.74 MPa, -0.43 deg
fourfold shape, edge amplitude 5 um: 499.3, 351.5 MPa, 15.0 deg
its four-scan closure error 3.125 1/km
closure noise, one standard deviation 0.0734 1/km
radial r^4 shape, same amplitude: k0 shifts by 0.781 1/km
film stress change on heating -2.06 MPa/K
film stress change 60 K above scan temperature -123 MPa
\end{verbatim}
